# Channel cracking of a film with linearly decaying tension

## Problem

A film of thickness $h$ is bonded to a thick substrate with the same isotropic elastic constants $E,\nu$. Let $y$ be the depth below the free surface and $x$ the direction normal to the future crack. Before cracking,

$$\sigma_{xx}=\sigma(y)=\sigma_0(1-y/h)\quad(0<y<h),$$

and the substrate is unstressed. A straight channel crack, many $h$ long, reaches down to the interface.

1. Find the steady energy release $G_{ss}$ per unit new crack area, in units of $\sigma_0^2h/\bar E$ with $\bar E=E/(1-\nu^2)$.
2. Is the interface the most dangerous depth for the channel?
3. Evaluate the result for a ceria film with $\sigma_0=1$ GPa and $h=1000$ nm.

Linear elasticity, a bonded interface and traction-free crack faces are assumed.

## Estimate by scaling

Replace the profile by its mean, $\bar\sigma=\sigma_0/2$, and the crack by half of an internal crack of half-length $h$ in an infinite body, whose opening is $4\bar\sigma\sqrt{h^2-y^2}/\bar E$. Its average over depth is $\pi\bar\sigma h/\bar E$. Releasing the faces from $\bar\sigma$ to zero gives half the product of stress and opening:

$$G\approx\tfrac12\bar\sigma\,\frac{\pi\bar\sigma h}{\bar E}=\frac{\pi}{8}\frac{\sigma_0^2h}{\bar E}\approx0.39\,\frac{\sigma_0^2h}{\bar E}.$$

This ignores the free surface and the concentration of tension near the crack mouth.

## Exact solution

**Energy balance.** In steady growth the field around the front moves unchanged. An advance $dz$ therefore converts an uncracked slice far ahead into a cracked slice far behind, which is in plane strain. Relaxing the face tractions linearly from $\sigma$ to zero while the opening grows to $\delta$ gives

$$hG_{ss}=\tfrac12\int_0^h\sigma\,\delta\,dy=\int_0^h\frac{K(a)^2}{\bar E}\,da. \tag{1}$$

The second form reaches the same final state by deepening the crack, with stress intensity $K(a)$ at depth $a$. At the tip the stress is $K/\sqrt{2\pi r}$ and the opening $(8K/\bar E)\sqrt{r/2\pi}$ (confirmed below), so a step $da$ releases

$$\frac{2K^2}{\pi\bar E}\int_0^{da}\sqrt{\frac{da-r}{r}}\,dr=\frac{K^2}{\bar E}da .$$

**Dislocation in an infinite body.** A crack is a distribution of edge dislocations with Burgers vector $b$ along $x$. With $c=1/[2(1-\nu)]$,

$$u_x=\frac b{2\pi}\Big[\theta+\frac{cxy}{r^2}\Big],\quad u_y=-\frac b{2\pi}\Big[(1-2\nu)c\ln r+\frac{c(x^2-y^2)}{2r^2}\Big].$$

Differentiation gives

$$\varepsilon_{xx}=\frac b{2\pi}\Big[-\frac y{r^2}+\frac{cy(y^2-x^2)}{r^4}\Big],\qquad \varepsilon_{xx}+\varepsilon_{yy}=-\frac{by}{2\pi r^2}\frac{1-2\nu}{1-\nu}.$$

Hooke's law, with $D=\bar Eb/4\pi$, then gives

$$\sigma_{xx}=-\frac{Dy(3x^2+y^2)}{r^4},\quad \sigma_{yy}=\frac{Dy(x^2-y^2)}{r^4},\quad \sigma_{xy}=\frac{Dx(x^2-y^2)}{r^4}.$$

These are the second derivatives of the stress function $-Dy\ln r$, so equilibrium holds.

**Free surface.** Put the dislocation at depth $s$ and an opposite one at $-s$. On $y=0$ the shear tractions cancel, while the normal ones add to $-2Ds(x^2-s^2)/(x^2+s^2)^2$. The opposite normal traction must be applied.

A normal line force $P$ pressing on a half-plane produces the radial stress $-2P\cos\varphi/(\pi r)$, with $\varphi$ measured from the inward normal; the factor follows from force balance on a semicircle. A line tension $t\,d\xi$ at $x=\xi$ thus adds $(2t/\pi)\,\xi^2y\,d\xi/(\xi^2+y^2)^2$ to $\sigma_{xx}(0,y)$. The correction is

$$\frac{4Dsy}{\pi}\int_{-\infty}^{\infty}\frac{\xi^2-s^2}{(\xi^2+s^2)^2}\,\frac{\xi^2}{(\xi^2+y^2)^2}\,d\xi .$$

The first fraction is $\partial_s[s/(\xi^2+s^2)]$ and the second is $(1/2y)\,\partial_y[y^2/(\xi^2+y^2)]$. Since $\int d\xi/[(\xi^2+s^2)(\xi^2+y^2)]=\pi/[sy(s+y)]$, the integral is

$$\frac{\pi}{2y}\,\partial_s\partial_y\frac{y}{s+y}=\frac{\pi(y-s)}{2y(s+y)^3}.$$

Altogether $\sigma_{xx}(0,y)=D\,N(y,s)$, with

$$N=\frac1{s-y}+\frac1{s+y}+\frac{2s(y-s)}{(s+y)^3}=\frac{8s^2y}{(s-y)(s+y)^3}.$$

**Crack equation.** With its cut running up to the surface, a dislocation $b$ at $s$ contributes opening $-b$ above $s$. The dislocation density is therefore $\delta'(s)$. Take crack depth 1, load $\sigma_0y^m$, and $f=\bar E\delta'/(4\sigma_0)$:

$$\frac1\pi\int_0^1f(s)N(y,s)\,ds=\begin{cases}-y^m,&y<1\\ r(y),&y>1.\end{cases}\tag{2}$$

Here $\sigma_0r$ is the stress produced below the tip. If $f\simeq C(1-s)^{-1/2}$ there, the singular part of $N$ gives $r\simeq-C/\sqrt{y-1}$. Comparison with $K/\sqrt{2\pi(y-1)}$ yields $C=-K/(\sigma_0\sqrt{2\pi})$, and integrating $\delta'$ confirms the tip opening used above. Writing $K=F_m\sigma_0\sqrt\pi$, we have $C=-F_m/\sqrt2$.

**Mellin transform.** Multiply (2) by $y^{z-1}$ and integrate over $y$. With $q=y/s$ the kernel becomes a factor

$$k=\frac1\pi\int_0^\infty q^{z-1}\Big[\frac1{1-q}+\frac1{1+q}+\frac{2(q-1)}{(1+q)^3}\Big]dq,$$

taken as a principal value. For $0<\mathrm{Re}\,z<1$ the three terms give $\pi\cot\pi z$, $\pi/\sin\pi z$ and $-2\pi(1-z)^2/\sin\pi z$. The complete integral converges for $-1<\mathrm{Re}\,z<3$, so their sum continues there. With $w=z-1$,

$$k=\frac{2[w^2-\sin^2(\pi w/2)]}{\sin\pi w}=-H(w)\tan\frac{\pi w}2,\qquad H=1-\frac{w^2}{\sin^2(\pi w/2)}.$$

**Factorization.** On the imaginary axis $H$ is positive, even, and tends to 1. Define, for $\mathrm{Re}\,w>0$,

$$H_+(w)=\exp\Big[\frac w\pi\int_0^\infty\frac{\ln H(i\eta)}{w^2+\eta^2}\,d\eta\Big].$$

As $w$ approaches the axis, the Poisson kernel makes $|H_+|^2=H$. Since $H_+(-w)$ is there the complex conjugate of $H_+(w)$, we get $H=H_+(w)H_+(-w)$. The reflection formulas of the gamma function give

$$\tan\frac{\pi w}2=\frac w2T(w)T(-w),\qquad T(w)=\frac{\Gamma(\frac{1+w}2)}{\Gamma(1+\frac w2)}.$$

Let $P=TH_+$, which is analytic and non-zero on the right. The transformed equation is $\hat fk=\hat r-1/(w+m+1)$, with $\hat f$ analytic on the right and $\hat r$ on the left. Divide by $P(-w)$ and move the pole term $1/[P(m+1)(w+m+1)]$ to the side of $\hat f$:

$$-\frac w2\hat fP(w)+\frac{1}{P(m+1)(w+m+1)}=\frac{\hat r}{P(-w)}-\frac{1/P(-w)-1/P(m+1)}{w+m+1}.$$

The left side is analytic on the right. The right side is analytic on the left, because its last numerator vanishes at $w=-(m+1)$. Together they form an entire function. It is bounded, since $\hat f$, $\hat r$ and $P$ all fall as $|w|^{-1/2}$, so it is a constant $E_0$.

At $w=0$ the first term vanishes, hence $E_0=1/[(m+1)P(m+1)]$. For large $w$, $\hat f\simeq C\sqrt{\pi/w}$ and $P\simeq\sqrt{2/w}$, hence $E_0=-C\sqrt{\pi/2}=F_m\sqrt\pi/2$. Therefore

$$F_m=\frac{2}{\sqrt\pi\,(m+1)\,T(m+1)\,H_+(m+1)}.$$

Using $T(1)=2/\sqrt\pi$ and $T(2)=\sqrt\pi/2$,

$$A\equiv F_0=\frac1{H_+(1)}=\frac1{0.89165}=1.1215,\qquad B\equiv F_1=\frac{2}{\pi H_+(2)}=\frac{2}{0.93228\,\pi}=0.6829.$$

**Release.** For a crack of depth $a$ the load is $\sigma_0[1-(a/h)(y/a)]$. By superposition, with $t=a/h$, $K=\sigma_0\sqrt{\pi a}\,(A-Bt)$. Equation (1) becomes

$$G_{ss}=\frac{\sigma_0^2h}{\bar E}\,\pi\int_0^1t(A-Bt)^2dt=\pi\Big(\frac{A^2}2-\frac{2AB}3+\frac{B^2}4\Big)\frac{\sigma_0^2h}{\bar E}.$$

The terms are $1.9758-1.6040+0.3662$, so

$$\boxed{G_{ss}=0.738\,\sigma_0^2h/\bar E}$$

A direct numerical solution of (2), followed by the work integral $\frac12\int\sigma\delta\,dy$, also gives 0.73802. The computed opening is positive at all sampled depths, so no contact of the faces was found.

**Other depths.** For a channel of depth $\lambda h$, averaging over that depth gives the coefficient

$$C(\lambda)=\pi\Big(\frac{A^2\lambda}2-\frac{2AB\lambda^2}3+\frac{B^2\lambda^3}4\Big).$$

Setting $C'=0$ with $X=B\lambda/A$ gives $9X^2-16X+6=0$. The root inside the film is $X=(8-\sqrt{10})/9$, or $\lambda=0.883$, where $C=0.746$. The interface is thus not the worst depth, though the difference is only about 1%.

At full depth the bottom tip has $\pi(A-B)^2=0.6045$, less than the channel average. If film toughness is uniform and the load just suffices for channelling, the tip has no drive to reach the interface; full depth is then an imposed geometry.

## Comparison

The exact coefficient is 1.88 times the estimate. The free surface supplies a factor $A^2=1.26$, raising 0.393 to 0.494, the exact value for uniform stress $\sigma_0/2$. The profile supplies the remaining factor 1.49. This split depends on the order: without a free surface the linear profile gives 0.556, so taken the other way round the profile supplies 1.42 and the surface 1.33.

To see how, split the stress into $\sigma_0/2$ and $\sigma_0(\frac12-t)$, which has zero mean. The quadratic form for $G_{ss}$ then has three parts:

- mean stress alone: $\pi A^2/8=0.494$;
- interaction: $\pi A^2/4-\pi AB/3=0.186$;
- zero-mean part: $\pi A^2/8-\pi AB/3+\pi B^2/4=0.058$. This is only a term of the quadratic form: acting alone, the zero-mean stress would make the crack faces overlap near the bottom in the linear solution.

The interaction is the work of the zero-mean stress on the opening caused by the mean stress. It is positive because that opening is weighted towards the mouth, where the extra stress is tensile. At the other extreme, uniform stress $\sigma_0$ gives 1.976, overestimating the release by a factor of 2.7.

## Ceria film

Reduced ceria has a larger lattice than oxidized ceria. A film reoxidized from its surface can therefore, for a time, have a top that wants to contract above a still reduced, unstressed bottom. This requires oxygen to enter the surface quickly compared with its diffusion across the film; if surface exchange is the slow step, the profile stays nearly flat. With surface rate constant $k$ and constant diffusivity $D$, at the moment the bottom has reached 5% of the full stress the top has reached 5.5% for $kh/D=0.01$, 36% for $kh/D=1$ and 84% for $kh/D=10$. The picture needs $kh/D$ of about 10 or more, which has to be checked for a given film. The linear profile is an assumed example, not a prediction for ceria. Take a polycrystalline film with rough values $E=220$ GPa, $\nu=0.30$ and fracture energy $G_c=6$ J/m². Then $\bar E=220/0.91=241.8$ GPa, and since 1 GPa·nm = 1 J/m²,

$$G_{ss}=0.738\times\frac{1^2\times1000}{241.8}=0.738\times4.136=3.05\ \text{J/m}^2.$$

The computed mouth opening is 16.7 nm. Because $G_{ss}<G_c$, the channel does not advance while the film has this profile. At fixed $\sigma_0$, setting $G_{ss}=G_c$ gives a critical thickness of about 1970 nm at full depth, or 1940 nm at the worst depth.

The profile is only a stage of reoxidation, however. Once the bottom is oxidized too, and if no stress has relaxed, the tension is $\sigma_0$ throughout. The release is then $1.976\times4.136=8.17$ J/m², above $G_c$ even without cooling.

**Against a real film.** The chosen 1 GPa is a high tension, and a real oxygen profile is not linear. For instantaneous surface exchange, constant diffusivity and stress proportional to oxygen uptake, the profile with $\sigma_0$ at the top and $0.05\,\sigma_0$ at the bottom gives a coefficient of 0.43, or 1.8 J/m², about 40% below the linear value. Of the corrections to this fixed profile that are sized below, cooling is the largest. On a zirconia-type substrate with a rough expansion mismatch of $1.5\times10^{-6}$/K, cooling by 600 K adds a uniform tension $E\,\Delta\alpha\,\Delta T/(1-\nu)=0.283$ GPa. Replacing $A$ by $1.283A$ raises the coefficient to 1.56 and the release to 6.45 J/m². This exceeds $G_c$, though by less than the uncertainty of the rough inputs. The bottom tip now has 7.42 J/m², more than the channel average, so a substrate of similar toughness could crack too. The root of $C'=0$ moves to $1.283\times0.883\,h=1.13\,h$, outside the film, so within the film the release now rises all the way down and the interface becomes the worst film depth. The root itself is not a real stationary depth, because the linear stress profile ends at the interface. The value 3.05 J/m² belongs to the reoxidation temperature, before cooling. The cooled values assume that the profile is frozen in while the film cools; a film that oxidizes fully and cools without relaxation would release about 13 J/m².

The other corrections are smaller or remain open:

- **Substrate stiffness.** At fixed film stress and equal $\nu$, making any part of the body more compliant raises the release. A substrate with $E=210$ GPa therefore leaves $G_{ss}$ between 3.05 and 3.20 J/m².
- **Substrate thickness.** For thickness $H=0.5$ mm, the film force $\sigma_0h/2$ is balanced by membrane and bending stresses. They shift the stress near the top by $-2\sigma_0h/H=-4$ MPa and lower the release by 1.3%.
- **Crystal anisotropy.** Rough cubic constants give Young's moduli of about 360 GPa along [100] and 160 GPa along [111]. The isotropic result needs randomly oriented grains much smaller than $h$ and does not cover a textured or single-crystal film.

The remaining digits are in the numerical output.

## Computed values

```
H_plus(1), H_plus(2): 0.89165, 0.93228
edge factor A, Wiener-Hopf: 1.12152
edge factor A, collocation: 1.12152
edge factor B, Wiener-Hopf: 0.68286
edge factor B, collocation: 0.68286
Coefficients below are in units of sigma0^2 h/Ebar
full-depth release, formula: 0.73802
full-depth release, work integral: 0.73802
shift of work integral, 14 to 24 functions: 3.8e-08
three terms pi*A^2/2, 2*pi*A*B/3, pi*B^2/4: 1.9758, 1.6040, 0.3662
uniform stress sigma0: 1.9758
uniform mean stress sigma0/2: 0.4939
bottom-tip release at full depth: 0.6045
worst channel depth / h: 0.8828
release at worst depth: 0.7461
Young's modulus E (rough): 220 GPa
Poisson ratio (rough): 0.30
plane-strain modulus Ebar: 241.8 GPa
surface stress sigma0: 1.00 GPa
film thickness h: 1000 nm
fracture energy (rough): 6.0 J/m^2
scale sigma0^2 h/Ebar: 4.136 J/m^2
full-depth channel release G: 3.053 J/m^2
crack mouth opening: 16.74 nm
critical thickness, full depth: 1965 nm
critical thickness, worst depth: 1944 nm
expansion mismatch (rough): 1.5 1e-6/K
cooling: 600 K
thermal tension: 0.283 GPa
full-depth coefficient after cooling: 1.5601
channel release after cooling: 6.45 J/m^2
bottom-tip release after cooling: 7.42 J/m^2
substrate Young's modulus (rough): 210 GPa
upper bound of G with this substrate: 3.198 J/m^2
substrate thickness: 0.50 mm
stress shift from finite substrate: -4.0 MPa
change of G from finite substrate: -1.27 %
cubic C11, C12, C44 (rough): 400, 105, 60 GPa
Young's modulus along [100]: 356 GPa
Young's modulus along [111]: 164 GPa
```
